# Correlation and zero-point energy in the hydrogenolysis of disilane: verification in Python

```python
"""Hydrogenolysis of disilane: Si2H6 + H2 -> 2 SiH4.
Result under test: the 0 K reaction energy is the sum
    dE0 = dE_HF + dE_corr + dE_ZP,
dX = 2 X(SiH4) - X(Si2H6) - X(H2),
E_corr = CCSD(T) minus Hartree-Fock energy (silicon 1s2s2p frozen),
E_ZP   = half the sum of harmonic Hartree-Fock frequencies.
One basis (def2-SVP) and Hartree-Fock minima serve all three terms.
Internal units: hartree, bohr, electron mass. Geometries and Hessians use
density fitting; the final electronic energies use unfitted integrals.
"""
import os
# one core: thread limits must be set before numpy is loaded
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS",
                 "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import functools
import numpy as np
from scipy import constants as sc
from scipy.interpolate import CubicSpline
from scipy.linalg import null_space, orth
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, cc, ci, fci, lib, hessian

lib.num_threads(1)
print = functools.partial(print, flush=True)
BASIS, LARGE, FITTING = "def2-svp", "def2-tzvp", "def2-tzvp-jkfit"
LIBRARY = {b: {a: gto.basis.load(b, a) for a in ("H", "Si")}
           for b in (BASIS, LARGE, FITTING)}
HARTREE = sc.physical_constants["Hartree energy"][0]
KJ = HARTREE * sc.N_A / 1000
EV = HARTREE / sc.e
CM = HARTREE / (sc.h * sc.c) / 100
ANG = sc.physical_constants["Bohr radius"][0] * 1e10
AMU = sc.atomic_mass / sc.m_e
KB = sc.k / HARTREE
NAMES = ("H2", "SiH4", "Si2H6")
SILICONS = {"H2": 0, "SiH4": 1, "Si2H6": 2}
# starting bond lengths (bohr), angle (rad) and rough stiffnesses
START = {"H2": [1.414], "SiH4": [2.81],
         "Si2H6": [4.47, 2.81, np.radians(110.4)]}
STIFFNESS = {"H2": [0.4], "SiH4": [0.76], "Si2H6": [0.11, 1.14, 1.5]}


def place(name, p):
    """Generate atoms as orbits of an improper rotation; hydrogens last."""
    if name == "H2":
        order, seeds = 2, [("H", (0, 0, p[0] / 2))]
    elif name == "SiH4":
        order = 4
        seeds = [("Si", (0, 0, 0)), ("H", np.ones(3) * p[0] / np.sqrt(3))]
    else:
        order = 6
        seeds = [("Si", (0, 0, p[0] / 2)),
                 ("H", (p[1] * np.sin(p[2]), 0,
                        p[0] / 2 - p[1] * np.cos(p[2])))]
    c, s = np.cos(2 * np.pi / order), np.sin(2 * np.pi / order)
    op = np.array([[c, -s, 0], [s, c, 0], [0, 0, -1]])
    symbols, coords = [], []
    for symbol, seed in seeds:
        first, point = len(coords), np.array(seed, float)
        while (len(coords) == first
               or np.linalg.norm(point - coords[first]) > 1e-6):
            symbols.append(symbol)
            coords.append(point)
            point = op @ point
    return symbols, np.array(coords), op


def molecule(symbols, coords, basis=BASIS):
    atoms = [(a, tuple(map(float, x))) for a, x in zip(symbols, coords)]
    used = {a: LIBRARY[basis][a] for a in set(symbols)}
    return gto.M(atom=atoms, unit="Bohr", basis=used, verbose=0)


SYMBOLS = {n: place(n, START[n])[0] for n in NAMES}
densities = {}


def fitted_hf(name, coords, basis=BASIS):
    used = {a: LIBRARY[FITTING][a] for a in set(SYMBOLS[name])}
    mf = scf.RHF(molecule(SYMBOLS[name], coords, basis))
    mf = mf.density_fit(auxbasis=used)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad = 1e-10, 1e-7
    mf.kernel(dm0=densities.get((name, basis)))
    assert mf.converged
    densities[name, basis] = np.array(mf.make_rdm1())
    return mf


def fitted_energies(name, coords, basis=BASIS):
    """Hartree-Fock energy and MP2 correlation energy by explicit sum."""
    mf = fitted_hf(name, coords, basis)
    core, n_occ = 5 * SILICONS[name], mf.mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, core:n_occ], mf.mo_coeff[:, n_occ:]
    e_occ, e_vir = mf.mo_energy[core:n_occ], mf.mo_energy[n_occ:]
    b = np.concatenate([occ.T @ (lib.unpack_tril(np.array(block)) @ vir)
                        for block in mf.with_df.loop()])
    b = np.ascontiguousarray(b.transpose(1, 0, 2))
    total = 0.0
    for i, e_i in enumerate(e_occ):
        for j, e_j in enumerate(e_occ):
            k = b[i].T @ b[j]
            gap = e_i + e_j - e_vir[:, None] - e_vir[None]
            total += np.sum(k * (2 * k - k.T) / gap)
    return np.array([mf.e_tot, total])


def gradient(name, coords):
    return np.array(fitted_hf(name, coords).nuc_grad_method().kernel())


def jacobian(name, p):
    """Derivative of Cartesian coordinates by internal parameters."""
    columns = []
    for k in range(len(p)):
        d = np.zeros(len(p))
        d[k] = 1e-4
        diff = place(name, p + d)[1] - place(name, p - d)[1]
        columns.append(diff.ravel() / 2e-4)
    return np.array(columns).T


def optimize(name):
    p, stiff = np.array(START[name]), np.diag(STIFFNESS[name])
    old = step = None
    for _ in range(15):
        g = jacobian(name, p).T @ gradient(name, place(name, p)[1]).ravel()
        if np.max(abs(g)) < 1e-5:
            return p
        if old is not None:
            stiff = stiff + np.outer(g - old - stiff @ step,
                                     step) / (step @ step)
        step = -np.linalg.solve(stiff, g)
        old, p = g, p + step
    raise AssertionError("geometry not converged: " + name)


def permutation(coords, op):
    """Image index of each atom under op, and the worst mismatch."""
    dist = np.linalg.norm((coords @ op.T)[:, None] - coords[None], axis=2)
    return dist.argmin(axis=1), dist.min(axis=1).max()


def rigid_motions(x):
    """Three translations and three infinitesimal rotations."""
    moves = [np.tile(e, (len(x), 1)) for e in np.eye(3)]
    return np.array(moves + [np.cross(e, x) for e in np.eye(3)])


def numerical_hessian(name, p, h=0.01):
    """Displace one hydrogen; symmetry supplies the other hydrogens and
    invariance under rigid motion supplies the silicon block."""
    _, x, op = place(name, p)
    n, first = len(x), SILICONS[name]
    perm, mismatch = permutation(x, op)
    assert mismatch < 1e-6
    mirror = np.diag([1.0, -1.0, 1.0])
    mirrored, mirror_gap = permutation(x, mirror)
    block = np.zeros((n, 3, 3))
    for axis in range(3):
        shift = np.zeros_like(x)
        shift[first, axis] = h
        plus = gradient(name, x + shift)
        if axis == 1 and mirror_gap < 1e-6 and abs(x[first, 1]) < 1e-9:
            minus = np.zeros_like(plus)
            minus[mirrored] = plus @ mirror
        else:
            minus = gradient(name, x - shift)
        block[:, :, axis] = (plus - minus) / (2 * h)
    hess = np.zeros((n, 3, n, 3))
    image, rot = np.arange(n), np.eye(3)
    for k in range(n - first):
        for i in range(n):
            hess[image[i], :, first + k, :] = rot @ block[i] @ rot.T
        image, rot = perm[image], op @ rot
    hess = hess.reshape(3 * n, 3 * n)
    heavy = 3 * first
    if heavy:
        cross = hess[:heavy, heavy:].copy()
        hess[heavy:, :heavy] = cross.T
        rigid = rigid_motions(x).reshape(6, -1).T
        moves, response = rigid[:heavy], -cross @ rigid[heavy:]
        if first == 2:
            # the silicon-silicon stretch is no rigid motion: displace it
            pull = np.zeros_like(x)
            pull[0, 2], pull[1, 2] = 1, -1
            change = (gradient(name, x + h * pull)
                      - gradient(name, x - h * pull)).ravel() / (2 * h)
            moves = np.column_stack([moves, pull.ravel()[:heavy]])
            response = np.column_stack([response, change[:heavy]])
            # forces on hydrogens must agree with the hydrogen columns
            predicted = cross.T @ pull.ravel()[:heavy]
            assert np.max(abs(predicted - change[heavy:])) < 3e-4
        hess[:heavy, :heavy] = response @ np.linalg.pinv(moves, rcond=1e-8)
    # a wrong symmetry image would destroy the symmetry of the matrix
    assert np.max(abs(hess - hess.T)) < 3e-4
    return (hess + hess.T) / 2


def frequencies(name, coords, hess):
    """Vibrational frequencies and the residual of the rigid motions."""
    mass = molecule(SYMBOLS[name], coords).atom_mass_list(isotope_avg=True)
    mass = np.array(mass) * AMU
    x = coords - mass @ coords / mass.sum()
    rigid = (rigid_motions(x) * np.sqrt(mass)[None, :, None]).reshape(6, -1)
    weight = np.repeat(np.sqrt(mass), 3)
    weighted = hess / np.outer(weight, weight)
    inner = null_space(rigid, rcond=1e-8)
    values = np.linalg.eigvalsh(inner.T @ weighted @ inner)
    assert values.min() > 0, "not a minimum"
    outer = orth(rigid.T, rcond=1e-8)
    rest = np.linalg.eigvalsh(outer.T @ weighted @ outer)
    return np.sqrt(values), np.sqrt(np.max(abs(rest)))


def coupled_cluster(symbols, coords, frozen):
    """Unfitted energies: HF, then MP2, CCSD and (T) correlation parts."""
    mf = scf.RHF(molecule(symbols, coords))
    mf.conv_tol = 1e-10
    mf.kernel()
    solver = cc.CCSD(mf, frozen=frozen)
    solver.conv_tol, solver.conv_tol_normt = 1e-8, 1e-6
    eris = solver.ao2mo()
    e_mp2, t1, t2 = solver.init_amps(eris)
    solver.kernel(t1, t2, eris=eris)
    assert mf.converged and solver.converged
    triples = solver.ccsd_t(eris=eris)
    return np.array([mf.e_tot, e_mp2, solver.e_corr, triples], float), mf


def reaction(values):
    return 2 * values["SiH4"] - values["Si2H6"] - values["H2"]


# ---- minima, Hessians, frequencies, electronic energies -------------------
print("basis:", BASIS, "; larger basis for sizing:", LARGE)
par, xyz, hes, freq, parts, mean_field = ({} for _ in range(6))
for name in NAMES:
    par[name] = optimize(name)
    xyz[name] = place(name, par[name])[1]
    hes[name] = numerical_hessian(name, par[name])
    freq[name], rigid_rest = frequencies(name, xyz[name], hes[name])
    # rigid-motion residue: finite step and remaining gradient allow this much
    assert rigid_rest * CM < 50
    print(f"{name} frequencies (cm^-1):",
          " ".join(f"{w*CM:.0f}" for w in freq[name]))
    parts[name], mean_field[name] = coupled_cluster(
        SYMBOLS[name], xyz[name], 5 * SILICONS[name])
    q = parts[name]
    print(f"{name}: E_HF {q[0]:.6f}, E_corr {q[2]+q[3]:.6f}, "
          f"E_CCSD(T) {q[0]+q[2]+q[3]:.6f} hartree")
    print(f"{name}: MP2 {q[1]:.6f}, CCSD {q[2]:.6f}, "
          f"(T) {q[3]:.6f} hartree")
    print(f"{name}: zero-point energy {freq[name].sum()/2*KJ:.2f} kJ/mol, "
          f"{len(freq[name])} modes")
zpe = {n: freq[n].sum() / 2 for n in NAMES}
corr = {n: parts[n][2] + parts[n][3] for n in NAMES}
d_parts = reaction(parts)
d_hf, d_corr, d_zpe = d_parts[0], reaction(corr), reaction(zpe)
d_zero = d_hf + d_corr + d_zpe
print(f"H-H length {par['H2'][0]*ANG:.4f} angstrom")
print(f"Si-H length in SiH4 {par['SiH4'][0]*ANG:.4f} angstrom")
print(f"Si2H6: Si-Si {par['Si2H6'][0]*ANG:.4f}, "
      f"Si-H {par['Si2H6'][1]*ANG:.4f} angstrom, "
      f"Si-Si-H {np.degrees(par['Si2H6'][2]):.2f} deg")
print(f"dE_HF {d_hf*KJ:.2f} kJ/mol")
print(f"dE_corr {d_corr*KJ:.2f} kJ/mol")
print(f"  of which MP2 {d_parts[1]*KJ:.2f}, CCSD beyond MP2 "
      f"{(d_parts[2]-d_parts[1])*KJ:.2f}, (T) {d_parts[3]*KJ:.2f} kJ/mol")
print(f"dE_CCSD(T), no zero-point {(d_hf+d_corr)*KJ:.2f} kJ/mol")
print(f"dE_ZP {d_zpe*KJ:.2f} kJ/mol")
print(f"dE0 total {d_zero*KJ:.2f} kJ/mol = {d_zero*EV:.4f} eV")
print(f"HF plus zero-point only {(d_hf+d_zpe)*KJ:.2f} kJ/mol")

# analytic, unfitted Hessian of silane against the numerical, fitted one
exact_hess = np.array(mean_field["SiH4"].Hessian().kernel())
exact_hess = exact_hess.transpose(0, 2, 1, 3).reshape(15, 15)
analytic_freq = frequencies("SiH4", xyz["SiH4"], exact_hess)[0]
hess_gap = np.max(abs(analytic_freq - freq["SiH4"])) * CM
print(f"silane Hessian check, largest gap {hess_gap:.2f} cm^-1")
assert hess_gap < 4

# two electrons: CCSD is full CI and (T) vanishes
full_ci = fci.FCI(mean_field["H2"]).kernel()[0]
assert abs(full_ci - parts["H2"][0] - parts["H2"][2]) < 1e-7
assert abs(parts["H2"][3]) < 1e-9

# size consistency, with CISD as the control that must fail
far = np.vstack([xyz["H2"], xyz["H2"] + [100.0, 0, 0]])
pair, pair_mf = coupled_cluster(["H"] * 4, far, 0)
cc_gap = pair[[0, 2, 3]].sum() - 2 * parts["H2"][[0, 2, 3]].sum()
cisd = ci.CISD(pair_mf)
cisd.kernel()
cisd_gap = cisd.e_corr - 2 * parts["H2"][2]
print(f"two distant H2, error: CCSD(T) {cc_gap*KJ:.5f}, "
      f"CISD {cisd_gap*KJ:.3f} kJ/mol")
assert abs(cc_gap) < 1e-6 and cisd_gap > 1e-4

# ---- basis effect and fitting error ---------------------------------------
small = {n: fitted_energies(n, xyz[n]) for n in NAMES}
large = {n: fitted_energies(n, xyz[n], LARGE) for n in NAMES}
fit_gap = reaction(small) - d_parts[:2]
basis_shift = reaction(large) - reaction(small)
print(f"fitting error on dE: HF {fit_gap[0]*KJ:.3f}, "
      f"MP2 correlation {fit_gap[1]*KJ:.3f} kJ/mol")
assert np.max(abs(fit_gap)) * KJ < 0.5
print(f"basis change of dE: HF {basis_shift[0]*KJ:.2f}, "
      f"MP2 correlation {basis_shift[1]*KJ:.2f} kJ/mol")
print(f"dE0 with both basis changes "
      f"{(d_zero+basis_shift.sum())*KJ:.2f} kJ/mol")

# ---- relaxation of the geometry by correlation ----------------------------
relax = {}
for name in NAMES:
    jac = jacobian(name, par[name])
    internal = jac.T @ hes[name] @ jac
    slope, h = [], 0.02
    for k in range(len(par[name])):
        d = np.zeros(len(par[name]))
        d[k] = h
        up = fitted_energies(name, place(name, par[name] + d)[1])
        down = fitted_energies(name, place(name, par[name] - d)[1])
        slope.append((up[1] - down[1]) / (2 * h))
        curvature = (up[0] + down[0] - 2 * small[name][0]) / h**2
        assert abs(curvature / internal[k, k] - 1) < 0.01
    slope = np.array(slope)
    relax[name] = -slope @ np.linalg.solve(internal, slope) / 2
print(f"geometry relaxation (MP2) on dE {reaction(relax)*KJ:.3f} kJ/mol")

# ---- correlated frequencies of totally symmetric stretches ----------------
m_h = molecule(["H", "H"], xyz["H2"]).atom_mass_list(isotope_avg=True)[0] * AMU
ratio = {}
for name, inertia in (("H2", m_h / 2), ("SiH4", 4 * m_h)):
    s = 0.05 * np.arange(-2, 3)
    e = np.array([fitted_energies(name, place(name, par[name] + t)[1])
                  for t in s])
    hf_poly = np.poly1d(np.polyfit(s, e[:, 0] - e[2, 0], 4))
    total = e.sum(axis=1)
    mp_poly = np.poly1d(np.polyfit(s, total - total[2], 4))
    best = minimize_scalar(mp_poly, bounds=(-0.1, 0.1), method="bounded",
                           options={"xatol": 1e-8})
    w_hf = np.sqrt(hf_poly.deriv(2)(0) / inertia)
    w_mp = np.sqrt(mp_poly.deriv(2)(best.x) / inertia)
    ratio[name] = w_mp / w_hf
    print(f"{name} symmetric stretch: HF {w_hf*CM:.0f}, "
          f"MP2 {w_mp*CM:.0f} cm^-1, ratio {ratio[name]:.4f}")
    assert np.min(abs(freq[name] - w_hf)) * CM < 4
    assert abs(best.fun - relax[name]) * KJ < 0.05
d_zpe_scaled = (ratio["SiH4"] * (2 * zpe["SiH4"] - zpe["Si2H6"])
                - ratio["H2"] * zpe["H2"])
print(f"dE_ZP with these ratios {d_zpe_scaled*KJ:.2f} kJ/mol")

# ---- anharmonic zero-point energy of H2 on its Hartree-Fock curve ---------
r_nodes = par["H2"][0] + np.linspace(-0.75, 1.0, 15)
v_nodes = [fitted_hf("H2", place("H2", [r])[1]).e_tot - small["H2"][0]
           for r in r_nodes]
grid = np.linspace(r_nodes[0], r_nodes[-1], 400)
kin = 1 / (m_h * (grid[1] - grid[0])**2)
radial = np.diag(2 * kin + CubicSpline(r_nodes, v_nodes)(grid))
radial -= kin * (np.eye(400, k=1) + np.eye(400, k=-1))
anharmonic = np.linalg.eigvalsh(radial)[0] - zpe["H2"]
print(f"H2 anharmonic change of zero-point {anharmonic*KJ:.3f}, "
      f"on dE0 {-anharmonic*KJ:.3f} kJ/mol")
assert -1.0 < anharmonic * KJ < 0

# ---- torsion of disilane as a hindered rotor ------------------------------
c60, s60 = np.cos(np.pi / 3), np.sin(np.pi / 3)
turned = xyz["Si2H6"].copy()
lower = turned[:, 2] < 0
turned[lower] = turned[lower] @ np.array([[c60, s60, 0], [-s60, c60, 0],
                                         [0, 0, 1]])
barrier = fitted_hf("Si2H6", turned).e_tot - small["Si2H6"][0]
assert barrier > 0
radius = par["Si2H6"][1] * np.sin(par["Si2H6"][2])
i_red = 3 * m_h * radius**2 / 2
torsion = freq["Si2H6"][0]
cosine_freq = np.sqrt(4.5 * barrier / i_red)
print(f"torsion: barrier {barrier*KJ:.2f} kJ/mol, harmonic "
      f"{torsion*CM:.1f}, from cosine {cosine_freq*CM:.1f} cm^-1")
assert abs(cosine_freq / torsion - 1) < 0.10
m = np.arange(-80, 81)
rotor = np.diag(m**2 / (2 * i_red) + barrier / 2)
rotor -= barrier / 4 * (np.eye(161, k=3) + np.eye(161, k=-3))
levels = np.linalg.eigvalsh(rotor)
torsion_zero = levels[0] - torsion / 2


def mean_energy(energies, temperature, weights=1.0):
    """Boltzmann mean above the lowest level, by explicit summation."""
    gap = energies - energies[0]
    w = weights * np.exp(-gap / (KB * temperature))
    return (w * gap).sum() / w.sum()


def thermal(name, temperature):
    """Enthalpy above the zero-point level: rigid rotor, harmonic modes."""
    kt = KB * temperature
    vib = (freq[name] / np.expm1(freq[name] / kt)).sum()
    return (3.5 if name == "H2" else 4.0) * kt + vib


T_ROOM, T_PROCESS = 298.15, 700.0
j = np.arange(60)
rot_levels = j * (j + 1) / (m_h * par["H2"][0]**2)
spin = (2 * j + 1) * np.where(j % 2, 3, 1)
for t in (T_ROOM, T_PROCESS):
    explicit = sum(mean_energy(w * np.arange(3000), t)
                   for w in freq["Si2H6"])
    assert abs(explicit + 4 * KB * t - thermal("Si2H6", t)) < 1e-9
    rot_gap = mean_energy(rot_levels, t, spin) - KB * t
    assert abs(rot_gap) * KJ < 0.5
    heat = reaction({n: thermal(n, t) for n in NAMES})
    print(f"{t:.2f} K: thermal part {heat*KJ:.2f}, "
          f"enthalpy {(d_zero+heat)*KJ:.2f} kJ/mol")
    print(f"{t:.2f} K: H2 rotation, level sum minus RT "
          f"{rot_gap*KJ:.3f} kJ/mol")
torsion_heat = (mean_energy(levels, T_PROCESS)
                - torsion / np.expm1(torsion / (KB * T_PROCESS)))
print(f"RT at {T_PROCESS:.0f} K {KB*T_PROCESS*KJ:.2f} kJ/mol")
print(f"hindered-rotor change on dE0 {-torsion_zero*KJ:.3f} kJ/mol")
print(f"hindered-rotor change on thermal part at {T_PROCESS:.0f} K "
      f"{-torsion_heat*KJ:.2f} kJ/mol")
print("done: every assertion held")
```

It prints:

```
basis: def2-svp ; larger basis for sizing: def2-tzvp
H2 frequencies (cm^-1): 4588
H2: E_HF -1.128929, E_corr -0.034536, E_CCSD(T) -1.163465 hartree
H2: MP2 -0.026325, CCSD -0.034536, (T) -0.000000 hartree
H2: zero-point energy 27.44 kJ/mol, 1 modes
SiH4 frequencies (cm^-1): 1009 1009 1009 1045 1045 2336 2336 2336 2352
SiH4: E_HF -291.153927, E_corr -0.147931, E_CCSD(T) -291.301858 hartree
SiH4: MP2 -0.115565, CCSD -0.145530, (T) -0.002400 hartree
SiH4: zero-point energy 86.58 kJ/mol, 9 modes
Si2H6 frequencies (cm^-1): 129 405 405 444 685 685 933 1013 1015 1015 1031 1031 2314 2314 2320 2323 2323 2334
Si2H6: E_HF -581.158647, E_corr -0.268657, E_CCSD(T) -581.427305 hartree
Si2H6: MP2 -0.212540, CCSD -0.262735, (T) -0.005923 hartree
Si2H6: zero-point energy 135.89 kJ/mol, 18 modes
H-H length 0.7470 angstrom
Si-H length in SiH4 1.4814 angstrom
Si2H6: Si-Si 2.3696, Si-H 1.4839 angstrom, Si-Si-H 110.13 deg
dE_HF -53.24 kJ/mol
dE_corr 19.25 kJ/mol
  of which MP2 20.31, CCSD beyond MP2 -4.01, (T) 2.95 kJ/mol
dE_CCSD(T), no zero-point -33.99 kJ/mol
dE_ZP 9.83 kJ/mol
dE0 total -24.16 kJ/mol = -0.2504 eV
HF plus zero-point only -43.41 kJ/mol
silane Hessian check, largest gap 0.59 cm^-1
two distant H2, error: CCSD(T) -0.00001, CISD 2.930 kJ/mol
fitting error on dE: HF 0.008, MP2 correlation -0.034 kJ/mol
basis change of dE: HF 4.47, MP2 correlation 8.36 kJ/mol
dE0 with both basis changes -11.32 kJ/mol
geometry relaxation (MP2) on dE 0.225 kJ/mol
H2 symmetric stretch: HF 4588, MP2 4511 cm^-1, ratio 0.9833
SiH4 symmetric stretch: HF 2352, MP2 2322 cm^-1, ratio 0.9873
dE_ZP with these ratios 9.82 kJ/mol
H2 anharmonic change of zero-point -0.214, on dE0 0.214 kJ/mol
torsion: barrier 3.90 kJ/mol, harmonic 128.6, from cosine 129.8 cm^-1
298.15 K: thermal part -3.16, enthalpy -27.32 kJ/mol
298.15 K: H2 rotation, level sum minus RT -0.224 kJ/mol
700.00 K: thermal part -11.53, enthalpy -35.69 kJ/mol
700.00 K: H2 rotation, level sum minus RT -0.241 kJ/mol
RT at 700 K 5.82 kJ/mol
hindered-rotor change on dE0 0.034 kJ/mol
hindered-rotor change on thermal part at 700 K 1.27 kJ/mol
done: every assertion held
```
